# Where cubic costs overtake the FFT in silicon supercell calculations: test program

```python
"""Operation counts of one plane-wave SCF step for silicon supercells.

Result under test, in real additions and multiplications:
  FFT          nb*grid*(5*(2*nh+1)*log2(grid) + 2*nh + 4)
  projectors   16*nh*npj*nb*pw   (reciprocal space)
  orthogonal.  12*nb^2*pw + (4/3)*nb^3
  subspace     16*nb^2*pw + c_diag*nb^3
nb = bands, npj = projectors, pw = plane waves, grid = FFT points,
nh = Hamiltonian applications per band = Chebyshev filter degree + 1.
The crossover is the atom number where cubic terms equal the FFT term.
Lengths are in bohr and energies in hartree.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import lambertw

LATTICE = 10.0
CUTOFF = 10.0
DEGREE = 8
C_DIAG = 25.0
RADIUS = 4.0
BANDS_PER_ATOM = 2
PROJ_PER_ATOM = 4
ATOM_VOLUME = LATTICE**3 / 8


def cost(nb, npj, pw, grid, nh, c_diag):
    return {
        "fft": nb * grid * (5 * (2 * nh + 1) * np.log2(grid) + 2 * nh + 4),
        "proj": 16.0 * nh * npj * nb * pw,
        "orth": 12.0 * nb**2 * pw + 4 / 3 * nb**3,
        "sub": 16.0 * nb**2 * pw + c_diag * nb**3,
    }


def sphere_cost(nb, npj, points, nh):
    return 8.0 * nh * npj * nb * points


# Arithmetic that performs each operation and counts it.
tally = {}
stage = ["none"]


def count(number):
    tally[stage[0]] = tally.get(stage[0], 0) + number


def mul(a, b):
    result = a * b
    kinds = int(np.iscomplexobj(a)) + int(np.iscomplexobj(b))
    count(result.size * (1, 2, 6)[kinds])
    return result


def add(a, b):
    result = a + b
    count(result.size * (2 if np.iscomplexobj(result) else 1))
    return result


def matmul(a, b):
    total = mul(a[:, :1], b[:1])
    for k in range(1, a.shape[1]):
        total = add(total, mul(a[:, k:k + 1], b[k:k + 1]))
    return total


def fft_axis(x):
    n = x.shape[0]
    if n == 1:
        return x
    even, odd = fft_axis(x[::2]), fft_axis(x[1::2])
    phase = np.exp(-2j * np.pi * np.arange(n // 2) / n)
    turned = mul(phase.reshape((-1,) + (1,) * (x.ndim - 1)), odd)
    return np.concatenate([add(even, turned), add(even, -turned)])


def fft3(x):
    for axis in range(3):
        x = np.moveaxis(fft_axis(np.moveaxis(x, axis, 0)), 0, axis)
    return x


def cholesky(s):
    n = len(s)
    low = np.zeros((n, n), complex)
    for j in range(n):
        column = s[j:, j].copy()
        for k in range(j):
            column = add(column, -mul(low[j:, k], np.conj(low[j:j + 1, k])))
        low[j:, j] = mul(column, np.array([1 / np.sqrt(column[0].real)]))
    return low


def orthogonalize(psi):
    low = cholesky(matmul(psi.conj().T, psi))
    out = np.zeros_like(psi)
    for j in range(psi.shape[1]):
        column = psi[:, j].copy()
        for k in range(j):
            column = add(column, -mul(out[:, k], np.conj(low[j:j + 1, k])))
        out[:, j] = mul(column, np.array([1 / low[j, j].real]))
    return out


# A small complete SCF step, checked against a dense Hamiltonian.
rng = np.random.default_rng(3)
side, nb, npj, degree = 16, 20, 5, 4
span = np.arange(-3, 4)
gvec = np.array(np.meshgrid(span, span, span, indexing="ij")).reshape(3, -1).T
gvec = gvec[(gvec**2).sum(1) <= 9]
pw, points = len(gvec), side**3
kinetic = 0.5 * (gvec**2).sum(1)
waves = [((1, 0, 0), 0.7), ((2, 1, 0), -0.5),
         ((6, 0, 0), 0.9), ((3, -2, 1), 0.4)]
angle = 2 * np.pi * np.arange(side) / side
xyz = np.meshgrid(angle, angle, angle, indexing="ij")
potential = sum(amp * np.cos(sum(q[i] * xyz[i] for i in range(3)))
                for q, amp in waves)
beta = rng.normal(size=(pw, npj)) + 1j * rng.normal(size=(pw, npj))
beta /= np.sqrt(2 * pw)
strength = rng.normal(size=(npj, 1))

difference = gvec[:, None] - gvec[None]
dense = np.diag(kinetic).astype(complex)
for q, amp in waves:
    for sign in (1, -1):
        dense += 0.5 * amp * np.all(difference == sign * np.array(q), axis=-1)
dense += beta @ (strength * beta.conj().T)
place = tuple((gvec % side).T)


def to_grid(coef):
    box = np.zeros((side,) * 3 + (coef.shape[1],), complex)
    box[place] = coef
    return fft3(box.conj()).conj()


def apply_h(coef, shift=0.0):
    stage[0] = "fft"
    real = mul((potential / points)[..., None], to_grid(coef))
    result = fft3(real)[place]
    stage[0] = "proj"
    inner = mul(strength, matmul(beta.conj().T, coef))
    result = add(result, matmul(beta, inner))
    stage[0] = "vector"
    return add(result, mul((kinetic - shift)[:, None], coef))


levels = np.linalg.eigvalsh(dense)
center = (levels[nb] + levels[-1]) / 2
half = (levels[-1] - levels[nb]) / 2
start = rng.normal(size=(pw, nb)) + 1j * rng.normal(size=(pw, nb))
start = np.linalg.qr(start)[0]
old = start
new = mul(np.array([[1 / half]]), apply_h(old, center))
# The first scaling was counted under the vector label set by apply_h.
for _ in range(degree - 1):
    moved = mul(np.array([[2 / half]]), apply_h(new, center))
    old, new = new, add(moved, -old)
stage[0] = "orth"
phi = orthogonalize(new)
h_phi = apply_h(phi)
assert np.allclose(h_phi, dense @ phi, atol=1e-10)
stage[0] = "sub"
small = matmul(phi.conj().T, h_phi)
ritz, turn = np.linalg.eigh((small + small.conj().T) / 2)
phi = matmul(phi, turn)
stage[0] = "fft"
on_grid = to_grid(phi)
density = np.zeros((side,) * 3)
for band in range(nb):
    re, im = on_grid[..., band].real, on_grid[..., band].imag
    density = add(density, add(mul(re, re), mul(im, im)))

assert np.allclose(phi.conj().T @ phi, np.eye(nb), atol=1e-8)
assert np.allclose(phi.conj().T @ dense @ phi, np.diag(ritz), atol=1e-8)
assert abs(density.mean() - nb) < 1e-7
start_sum = np.linalg.eigvalsh(start.conj().T @ dense @ start).sum()
assert levels[:nb].sum() - 1e-8 <= ritz.sum() < start_sum
step_counts = dict(tally)
predicted = cost(nb, npj, pw, points, degree + 1, 0.0)
assert step_counts["fft"] == round(predicted["fft"])
assert step_counts["proj"] == round(predicted["proj"])
# Lower powers of the matrix dimensions are dropped in these two formulas.
for key in ("orth", "sub"):
    assert abs(step_counts[key] / predicted[key] - 1) < 0.02

# The third difference isolates the cubic Cholesky coefficient.
chol_counts = []
for n in range(4, 8):
    matrix = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    matrix = matrix @ matrix.conj().T + np.eye(n)
    stage[0] = "chol%d" % n
    factor = cholesky(matrix)
    assert np.allclose(factor @ factor.conj().T, matrix)
    chol_counts.append(tally[stage[0]])
chol_coefficient = np.diff(chol_counts, 3)[0] / 6
assert abs(chol_coefficient - 4 / 3) < 1e-12

# Real projector functions acting on complex orbitals within a sphere.
local_beta = rng.normal(size=(50, 4))
local_psi = rng.normal(size=(50, 3)) + 1j * rng.normal(size=(50, 3))
stage[0] = "sphere"
inner = mul(np.ones((4, 1)), matmul(local_beta.T, local_psi))
add(local_psi, matmul(local_beta, inner))
assert tally["sphere"] == sphere_cost(3, 4, 50, 1)


# The grid rule 4*nmax+1: exact at 13 points for nmax=3, aliased at 12.
def product_error(n):
    x = 2 * np.pi * np.arange(n) / n
    modes = np.arange(-3, 4)
    coef = np.arange(1, 8) + 0.5j
    exact = np.array([sum(0.5 * c for g2, c in zip(modes, coef)
                          if abs(g - g2) == 6) for g in modes])
    psi = np.exp(1j * np.outer(x, modes)) @ coef
    found = np.exp(-1j * np.outer(modes, x)) @ (np.cos(6 * x) * psi) / n
    return np.abs(found - exact).max()


alias_13, alias_12 = product_error(13), product_error(12)
assert alias_13 < 1e-12 and alias_12 > 0.1


# Silicon: smooth large-cell formulas.
def sizes(n, cutoff=CUTOFF):
    gmax = np.sqrt(2 * cutoff)
    volume = n * ATOM_VOLUME
    return volume * gmax**3 / (6 * np.pi**2), volume * (2 * gmax / np.pi)**3


sphere_points = 4 / 3 * np.pi * RADIUS**3 * sizes(1)[1] / ATOM_VOLUME
spacing = np.pi / (2 * np.sqrt(2 * CUTOFF))
line = (np.arange(-15, 16) * spacing)**2
inside = line[:, None, None] + line[:, None] + line <= RADIUS**2
assert abs(inside.sum() / sphere_points - 1) < 0.03


def crossing(reciprocal, cutoff=CUTOFF, degree=DEGREE, c_diag=C_DIAG,
             speed=1.0, with_spheres=False):
    def excess(n):
        bands, projectors = BANDS_PER_ATOM * n, PROJ_PER_ATOM * n
        c = cost(bands, projectors, *sizes(n, cutoff), degree + 1, c_diag)
        cubic = c["orth"] + c["sub"] + (c["proj"] if reciprocal else 0)
        quadratic = c["fft"]
        if with_spheres:
            quadratic += sphere_cost(bands, projectors, sphere_points,
                                     degree + 1)
        return quadratic - cubic / speed
    return brentq(excess, 2, 1e6)


def crossing_lambert(reciprocal):
    w, g = sizes(1)
    b, p, nh = BANDS_PER_ATOM, PROJ_PER_ATOM, DEGREE + 1
    kappa = 28 * b**2 * w + (4 / 3 + C_DIAG) * b**3
    kappa += 16 * nh * p * b * w if reciprocal else 0
    log_part = 5 * (2 * nh + 1)
    a_coef = b * g * (log_part * np.log2(g) + 2 * nh + 4) / kappa
    b_coef = b * g * log_part / (kappa * np.log(2))
    root = -b_coef * lambertw(-np.exp(-a_coef / b_coef) / b_coef, -1).real
    return root, a_coef, b_coef


n_rec, n_real = crossing(True), crossing(False)
lam_rec, lam_real = crossing_lambert(True), crossing_lambert(False)
assert abs(lam_rec[0] / n_rec - 1) < 1e-8
assert abs(lam_real[0] / n_real - 1) < 1e-8


# Silicon: actual plane waves and FFT grids of each supercell.
def smooth_side(n):
    while True:
        rest = n
        for prime in (2, 3, 5):
            while rest % prime == 0:
                rest //= prime
        if rest == 1:
            return n
        n += 1


rows = []
for cells in range(1, 6):
    atoms = 8 * cells**3
    limit = np.sqrt(2 * CUTOFF) * cells * LATTICE / (2 * np.pi)
    nmax = int(limit)
    sq = np.arange(-nmax, nmax + 1)**2
    waves_in = int((sq[:, None, None] + sq[:, None] + sq <= limit**2).sum())
    assert abs(waves_in / sizes(atoms)[0] - 1) < (0.04 if cells < 5 else 0.01)
    edge = smooth_side(4 * nmax + 1)
    c = cost(BANDS_PER_ATOM * atoms, PROJ_PER_ATOM * atoms, waves_in,
             edge**3, DEGREE + 1, C_DIAG)
    dense_part = c["orth"] + c["sub"]
    rows.append((atoms, waves_in, edge, c, (dense_part + c["proj"]) / c["fft"],
                 dense_part / c["fft"]))
assert rows[0][4] < 1 < rows[1][4]
assert rows[3][5] < 1 < rows[4][5]

cut_rec, cut_real = (crossing(r, cutoff=2 * CUTOFF) for r in (True, False))
deg_rec, deg_real = (crossing(r, degree=2 * DEGREE) for r in (True, False))
diag_rec, diag_real = (crossing(r, c_diag=2 * C_DIAG) for r in (True, False))
fast_rec, fast_real = (crossing(r, speed=5.0) for r in (True, False))
all_quadratic = crossing(False, with_spheres=True)
assert abs(cut_rec / n_rec - 1) < 0.12 and abs(cut_real / n_real - 1) < 0.12
assert abs(deg_rec / n_rec - 1) < 0.05 and deg_real / n_real > 1.7
assert abs(diag_real / n_real - 1) < 0.02
assert fast_rec > 5 * n_rec and fast_real > 5 * n_real
assert all_quadratic > n_real

# Vector updates left out of the four terms, relative to the FFT term.
w1, g1 = sizes(1)
nh = DEGREE + 1
vector_flops = 4 * nh + 2 * DEGREE + 2 * (DEGREE - 1)
test_vector = (4 * (degree + 1) + 2 * degree + 2 * (degree - 1)) * pw * nb
assert step_counts["vector"] == test_vector
fft_64 = cost(128, 256, *sizes(64), nh, C_DIAG)["fft"]
vector_share = vector_flops * 128 * sizes(64)[0] / fft_64
assert vector_share < 0.01

print(f"Lattice constant, rough: {LATTICE:.0f} bohr; cutoff: {CUTOFF:.0f} hartree")
print(f"Volume per atom: {ATOM_VOLUME:.0f} bohr^3")
print(f"Largest wave number: {np.sqrt(2 * CUTOFF):.4f} bohr^-1")
print(f"Bands, projectors per atom: {BANDS_PER_ATOM}, {PROJ_PER_ATOM}")
print(f"Filter degree: {DEGREE}; H applications per band: {nh}")
print(f"Diagonalization allowance c_diag: {C_DIAG:.0f}")
print(f"Plane waves per atom, smooth: {w1:.2f}")
print(f"Grid points per atom, smooth: {g1:.1f}; ratio: {g1 / w1:.3f}")
print(f"Projector radius: {RADIUS:.0f} bohr; sphere points: {sphere_points:.0f}")
print(f"Small test: {pw} plane waves, {nb} bands, {npj} projectors, "
      f"grid side {side}, degree {degree}")
for key in ("fft", "proj", "orth", "sub"):
    print(f"Small test {key}: counted {step_counts[key]}, "
          f"formula {predicted[key]:.0f} operations")
print(f"Cholesky cubic coefficient counted: {chol_coefficient:.6f}")
print(f"Alias error, 13 and 12 points: {alias_13:.1e}, {alias_12:.2f}")
print("Supercells, terms in 10^9 operations:")
for atoms, waves_in, edge, c, ratio_rec, ratio_real in rows:
    print(f"N={atoms}: plane waves {waves_in}, grid side {edge}")
    print(f"  FFT {c['fft'] / 1e9:.4g}, projector {c['proj'] / 1e9:.4g}, "
          f"orth. {c['orth'] / 1e9:.4g}, subspace {c['sub'] / 1e9:.4g}")
    print(f"  cubic/FFT: reciprocal {ratio_rec:.3f}, real-space {ratio_real:.3f}")
print(f"Reciprocal: A={lam_rec[1]:.3f}, B={lam_rec[2]:.3f} atoms")
print(f"Real-space: A={lam_real[1]:.2f}, B={lam_real[2]:.2f} atoms")
print(f"Crossover, reciprocal projectors: {n_rec:.1f} atoms")
print(f"Crossover, real-space projectors: {n_real:.1f} atoms")
print(f"Same, FFT plus real-space projector cost: {all_quadratic:.1f} atoms")
print("Changed crossovers (reciprocal, real-space), in atoms:")
print(f"  cutoff {2 * CUTOFF:.0f} hartree: {cut_rec:.1f}, {cut_real:.1f}")
print(f"  filter degree {2 * DEGREE}: {deg_rec:.1f}, {deg_real:.1f}")
print(f"  c_diag {2 * C_DIAG:.0f}: {diag_rec:.1f}, {diag_real:.1f}")
print(f"  cubic work 5 times faster: {fast_rec:.1f}, {fast_real:.1f}")
print(f"Neglected vector work / FFT at 64 atoms: {100 * vector_share:.3f} %")
print("no test failed")
```

It prints:

```
Lattice constant, rough: 10 bohr; cutoff: 10 hartree
Volume per atom: 125 bohr^3
Largest wave number: 4.4721 bohr^-1
Bands, projectors per atom: 2, 4
Filter degree: 8; H applications per band: 9
Diagonalization allowance c_diag: 25
Plane waves per atom, smooth: 188.80
Grid points per atom, smooth: 2884.7; ratio: 15.279
Projector radius: 4 bohr; sphere points: 6187
Small test: 123 plane waves, 20 bands, 5 projectors, grid side 16, degree 4
Small test fft: counted 55214080, formula 55214080 operations
Small test proj: counted 984000, formula 984000 operations
Small test orth: counted 595740, formula 601067 operations
Small test sub: counted 781480, formula 787200 operations
Cholesky cubic coefficient counted: 1.333333
Alias error, 13 and 12 points: 5.8e-15, 3.51
Supercells, terms in 10^9 operations:
N=8: plane waves 1503, grid side 30
  FFT 0.6136, projector 0.1108, orth. 0.004623, subspace 0.006259
  cubic/FFT: reciprocal 0.198, real-space 0.018
N=64: plane waves 12053, grid side 60
  FFT 47.15, projector 56.87, orth. 2.373, subspace 3.212
  cubic/FFT: reciprocal 1.325, real-space 0.118
N=216: plane waves 40651, grid side 90
  FFT 589.6, projector 2185, orth. 91.14, subspace 123.4
  cubic/FFT: reciprocal 4.070, real-space 0.364
N=512: plane waves 96969, grid side 120
  FFT 3522, projector 2.928e+04, orth. 1222, subspace 1654
  cubic/FFT: reciprocal 9.131, real-space 0.816
N=1000: plane waves 189047, grid side 144
  FFT 1.233e+04, projector 2.178e+05, orth. 9085, subspace 1.23e+04
  cubic/FFT: reciprocal 19.390, real-space 1.734
Reciprocal: A=26.906, B=3.310 atoms
Real-space: A=300.93, B=37.03 atoms
Crossover, reciprocal projectors: 39.0 atoms
Crossover, real-space projectors: 533.4 atoms
Same, FFT plus real-space projector cost: 710.9 atoms
Changed crossovers (reciprocal, real-space), in atoms:
  cutoff 20 hartree: 42.8, 578.6
  filter degree 16: 39.8, 1026.6
  c_diag 50: 39.0, 528.1
  cubic work 5 times faster: 224.1, 2986.0
Neglected vector work / FFT at 64 atoms: 0.257 %
no test failed
```
